# The emission rate selected by a two-gate trap spectroscopy window

## Problem

A film of an undoped conjugated polymer lies between two parallel electrodes. A voltage pulse fills its traps. When the pulse ends, at $t=0$, the traps begin to release their carriers, and a steady bias sweeps these to one electrode. An integrator records the charge $Q(t)$ that has flowed in the external circuit since $t=0$. The instrument reads this charge at $t_1=1$ ms and at $t_2=5$ ms and reports the difference

$$S=Q(t_2)-Q(t_1).$$

All traps have the same emission rate $e$, the probability per unit time that a filled trap releases its carrier. As the film is warmed, $e$ rises and $S$ passes through a peak.

(a) What is the emission rate at the peak?

(b) The rate follows $e=\nu\exp(-E/kT)$ with trap depth $E=0.40$ eV and attempt rate $\nu=10^{11}$ s$^{-1}$. The film is 200 nm thick, its area is 4 mm², and it held $10^{15}$ trapped carriers per cm³ at the end of the pulse. At what temperature does the peak appear, and how large is it?

(c) How far can the answers be trusted in a disordered film?

## A tempting solution

The instrument records the charge that arrives between the gates, an interval of $t_2-t_1=4$ ms. It should respond best to a trap whose emission time matches this interval, so

$$e=\frac{1}{t_2-t_1}=\frac{1}{4\ \text{ms}}=250\ \text{s}^{-1}.$$

The units are right and the size is reasonable, but the answer is wrong.

## Where it fails

Let $n(t)$ be the density of filled traps. If released carriers are not recaptured,

$$\frac{dn}{dt}=-en,\qquad n(t)=n(0)\,e^{-et}.$$

(In $e^{-et}$ the base is the number 2.718…, and the $e$ in the exponent is the rate.) The charge that has flowed is proportional to the number of carriers released. With $Q_0$ for the charge after complete emptying,

$$Q(t)=Q_0\left(1-e^{-et}\right).$$

This assumes that each carrier crosses the film in a time much shorter than $t_1$. Subtracting the two readings gives

$$S=Q_0\left(e^{-et_1}-e^{-et_2}\right)=Q_0\,e^{-et_1}\left[1-e^{-e(t_2-t_1)}\right].$$

The last form shows the fault. The bracket is the fraction of the carriers still trapped at $t_1$ that leave before $t_2$. It depends on the gate separation alone, as the tempting argument supposes, but it has no maximum: it rises steadily towards 1 as $e$ grows, and nothing special happens at $e=1/(t_2-t_1)$. The peak exists because of the factor in front, $e^{-et_1}$, the fraction of carriers that have waited until the first gate. A fast trap has spent its charge before the instrument looks. The selected rate must therefore depend on $t_1$ itself as well as on $t_2-t_1$.

## Solution of (a)

For very small $e$ almost nothing has been released by $t_2$, and $S\to0$. For very large $e$ almost everything has been released by $t_1$, and again $S\to0$. Between these limits $S$ is positive, so it has a maximum. With the gates and $Q_0$ fixed,

$$\frac{dS}{de}=Q_0\left(-t_1e^{-et_1}+t_2e^{-et_2}\right)
=Q_0\,e^{-et_2}\left[t_2-t_1e^{e(t_2-t_1)}\right].$$

The factor outside the bracket is positive. The bracket starts at $t_2-t_1>0$ for $e=0$ and falls steadily as $e$ increases, so it changes sign once, from positive to negative. There is one maximum, at the rate $e_*$ for which

$$e^{e_*(t_2-t_1)}=\frac{t_2}{t_1}.$$

Taking the logarithm and dividing by $t_2-t_1$,

$$e_*=\frac{\ln(t_2/t_1)}{t_2-t_1}.$$

For the given gates,

$$e_*=\frac{\ln5}{4\ \text{ms}}=\frac{1.60944}{4\times10^{-3}\ \text{s}}=402\ \text{s}^{-1},$$

which corresponds to an emission time $1/e_*=2.49$ ms.

The maximum was taken over $e$, whereas the experiment varies $T$. By the chain rule,

$$\frac{dS}{dT}=\frac{dS}{de}\,\frac{de}{dT}.$$

Since $e$ rises steadily with temperature, $de/dT>0$, and the two derivatives change sign together. The peak in temperature occurs at the same rate $e_*$, provided that $Q_0$ does not depend on temperature.

### Reading the formula

Because $\int_{t_1}^{t_2}dt/t=\ln(t_2/t_1)$, the result can be written

$$e_*=\frac{1}{t_2-t_1}\int_{t_1}^{t_2}\frac{dt}{t}.$$

The selected rate is the average of $1/t$ over the interval between the gates. It must lie between $1/t_2=200$ s$^{-1}$ and $1/t_1=1000$ s$^{-1}$. If the gates are brought together, it approaches $1/t_1$, while the signal itself vanishes. The tempting answer agrees with the correct one when $\ln(t_2/t_1)=1$, that is, when the gate ratio happens to be 2.718…. Here the ratio is 5, and the signal is still rising at 250 s$^{-1}$.

Multiplying both gate times by the same factor divides $e_*$ by that factor. Adding the same delay to both times also changes $e_*$, although it leaves their difference alone. The origin of time therefore matters. If the pulse really ended 0.10 ms earlier than the instrument assumes, the true gate times are 1.1 ms and 5.1 ms, and the selected rate is

$$\frac{\ln(5.1/1.1)}{4\ \text{ms}}=383\ \text{s}^{-1}.$$

Quoting 402 s$^{-1}$ would then be too high by about 5% of the true value.

### Height and breadth of the window

Let $r=t_2/t_1$. Then $e_*t_1=\ln r/(r-1)$, so

$$e^{-e_*t_1}=r^{-1/(r-1)}.$$

The condition for the maximum gives $e^{-e_*t_2}=e^{-e_*t_1}/r$. The height is therefore

$$\frac{S_*}{Q_0}=r^{-1/(r-1)}\left(1-\frac1r\right).$$

For $r=5$ the two exponentials are 0.669 and 0.134, and their difference is 0.535. Even at the peak, the instrument records little more than half of $Q_0$: about 33% of the carriers leave before the first gate and 13% are still trapped at the second.

Solving $S=S_*/2$ numerically on each side of the maximum gives rates of 86 and 1313 s$^{-1}$. These differ by a factor of about 15. "Selected" thus means that the signal is greatest at 402 s$^{-1}$; traps with quite different rates also contribute.

## Solution of (b)

Setting $e=e_*$ in the rate law and taking the logarithm gives $E/(kT_*)=\ln(\nu/e_*)$, so

$$T_*=\frac{E}{k\ln(\nu/e_*)}
=\frac{0.40\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})(19.33)}
=240\ \text{K}.$$

For the height we need $Q_0$. When a carrier of charge $q$ moves a distance $\delta x$ along the applied field $V/d$, where $V$ is the bias and $d$ the thickness, that field does work $qV\delta x/d$. The voltage source supplies it by passing a charge $\delta Q$ through the circuit, which costs $V\delta Q$. Hence $\delta Q=q\,\delta x/d$. Carriers released uniformly throughout the film travel $d/2$ on average, so each contributes $q/2$ on average. For trapped density $N$ and area $A$,

$$Q_0=\frac{qNAd}{2}.$$

The number of trapped carriers is

$$NAd=(10^{15}\ \text{cm}^{-3})(0.04\ \text{cm}^2)(2\times10^{-5}\ \text{cm})=8\times10^8.$$

With $q=1.602\times10^{-19}$ C this gives $Q_0=64.1$ pC, and the peak height is

$$S_*=0.535\times64.1\ \text{pC}=34.3\ \text{pC}.$$

The peak temperature was found here from a known depth and attempt rate. Conversely, a measured peak temperature gives the depth if $\nu$ is known. If $\nu$ is unknown but constant, and all traps have the same depth, a second pair of gates removes it. Let windows $a$ and $b$ select rates $e_a$ and $e_b$ and give peaks at $T_a$ and $T_b$. Subtracting $\ln e_b=\ln\nu-E/(kT_b)$ from the same equation for $a$ gives

$$E=\frac{k\ln(e_a/e_b)}{1/T_b-1/T_a}.$$

## Solution of (c)

### A spread of trap depths

In a disordered film the surroundings differ from trap to trap, and one rate becomes many. Suppose that the depths have a Gaussian distribution about 0.40 eV with standard deviation $\sigma$. The signal is then the average of $e^{-et_1}-e^{-et_2}$ over that distribution. Evaluating the average numerically and maximizing it over temperature, with $\nu$ and the gates fixed, gives:

- for $\sigma=20$ meV, a peak at 238.7 K, where a trap of median depth emits at 360 s$^{-1}$, and a height of $0.407\,Q_0$;
- for $\sigma=50$ meV, a peak at 239.6 K, a median-trap rate of 385 s$^{-1}$, and a height of $0.232\,Q_0$.

For these two spreads the peak position is hardly disturbed. A broader one can move it much further: for $\sigma=100$ meV the same calculation gives a peak at 249 K and a median-trap rate of about 800 s$^{-1}$. Inserting the peak temperatures for 20 and 50 meV, together with 402 s$^{-1}$, into the single-level formula gives apparent depths of 0.398 and 0.399 eV, within 1% of the mean depth. For 100 meV the apparent depth is 0.415 eV, about 4% too high. The height suffers far more. For $\sigma=50$ meV, dividing the measured peak by 0.535 would give only 43% of the true $Q_0$, and so would underestimate the trapped charge by the same factor.

The median-trap rate does not move steadily away from 402 s$^{-1}$ as $\sigma$ grows: it is further away for 20 meV than for 50 meV. The shift at one spread therefore cannot be scaled to give the shift at another.

### Changes in the amplitude

The selected rate also moves if $Q_0$ varies during the scan, for instance because the pulse fills the traps more completely at higher temperature. Let the amplitude grow linearly by 0.5% of its 240 K value per kelvin. Numerical maximization then puts the peak at 241.1 K, where the rate is 434 s$^{-1}$, 8% above $e_*$. A shift of only 1 K matters because $d\ln e/dT=E/(kT^2)$ is about 8% per kelvin here.

### Transit time and gate width

Take a bias of 1.0 V and a mobility $\mu=10^{-5}$ cm²/Vs. The longest transit time is

$$\tau=\frac{d^2}{\mu V}=\frac{(2\times10^{-5}\ \text{cm})^2}{(10^{-5}\ \text{cm}^2/\text{Vs})(1\ \text{V})}=40\ \mu\text{s}.$$

To find its effect, let $u$ be the distance a carrier has moved, divided by $d$. At a time $t>\tau$, a carrier has not yet passed $u$ if it was released after $t-u\tau$, which has probability $e^{-e(t-u\tau)}$. A fraction $1-u$ of the carriers start far enough from the collecting electrode to pass $u$ at all. The charge still to flow is therefore

$$qNAd\int_0^1(1-u)\,e^{-e(t-u\tau)}du=Q_0K(e)\,e^{-et},\qquad
K(e)=2\int_0^1(1-u)\,e^{e\tau u}du.$$

The same $K$ multiplies both exponentials, so $S$ is multiplied by $K(e)$. Since $K$ increases with $e$, the product is still rising at $e_*$, and its maximum lies higher. Numerical maximization gives 405 s$^{-1}$, a shift of less than 1%.

Gates of finite width act similarly. Averaging $e^{-et}$ over a gate of width $w$ centred on the nominal time multiplies it by $\sinh(ew/2)/(ew/2)$, which also increases with $e$. For $w=0.20$ ms the maximum moves by only 0.3 s$^{-1}$.

### Field and charge

The field is $F=V/d=0.050$ MV/cm. If a carrier escapes by a hop of 1.0 nm along the field, the barrier falls by at most $qF\times1.0\ \text{nm}=5$ meV. With that full reduction the peak moves to 237 K. The selected rate does not change, since a uniform field gives every trap the same new rate.

This assumes that an empty trap is neutral. If it is charged, it attracts the escaping carrier. In SI units, with permittivity $\varepsilon=3\varepsilon_0$, the potential energy along the field is $-q^2/(4\pi\varepsilon x)-qFx$. Its maximum is at $x^2=q/(4\pi\varepsilon F)$, where both terms are equal, and the barrier is lowered by

$$2q\sqrt{\frac{qF}{4\pi\varepsilon}}=q\sqrt{\frac{qF}{\pi\varepsilon}}=98\ \text{meV}.$$

This is the Poole–Frenkel effect. The 98 meV applies to escape straight along the field. With the zero-field depth still 0.40 eV, it would bring the peak down to about 181 K if every carrier escaped that way. At an angle $\theta$ to this direction the lowering is smaller by a factor $\sqrt{\cos\theta}$, and against the field there is none. Averaging the escape rate over all directions on this basis puts the peak near 201 K. This average treats escape as a single activated jump. The top of the barrier lies about 10 nm from the trap, many hops away in a low-mobility film, so the carrier in fact diffuses out of the well. Onsager's treatment of diffusive escape multiplies the zero-field rate by $2I_1(\beta)/\beta$, where $I_1$ is the modified Bessel function and $\beta=98\ \text{meV}/kT$, and puts the peak near 212 K. The size of the shift therefore depends on the escape model. The charge state of the empty trap thus matters greatly when a peak temperature is converted into a depth. It also bears on the neglect of recapture. If the empty traps attract carriers and capture them at the Langevin rate $q\mu N/\varepsilon$, a carrier crossing half the film after all the traps have emptied is recaptured with a probability of about 11%. The effect on the window is smaller than this figure suggests, because few traps are empty at early times and a recaptured carrier has already contributed part of its induced charge. A drift model with this capture rate raises the selected rate by about 3% and lowers the height from $0.535\,Q_0$ to about $0.527\,Q_0$.

If the traps are neutral when empty, the trapped charge also disturbs the field. At fixed voltage, a uniform charge density $qN$ changes the field at the electrodes by $qNd/(2\varepsilon)$, or 12% of $F$. For the 1.0 nm hop this alters the rate by at most about 3%. Traps that are charged when empty are neutral when filled, so the same disturbance builds up as they empty, and it matters more. For escape straight along the field, a 12% change of field shifts the barrier by about 6 meV. At 181 K this lowers the rate by about a third where the field is weakened and raises it by more than 40% where the field is strengthened.

A steady leakage current of 1.0 nA adds $1.0\ \text{nA}\times4\ \text{ms}=4.0$ pC to every reading of $S$. It raises the baseline without moving the peak; leakage that grows with temperature would tilt the baseline and move it.

### Comparison with real films

The parameters are round values for a polymer diode, not data for a particular material. A thickness of a few hundred nanometres and a relative permittivity near 3 are ordinary for such devices. Mobilities and trap densities vary by orders of magnitude, and the trap density used here is modest. Energetic disorder can reach several tens of meV or more, so a single trap level is an idealization. For Gaussian spreads of 20 and 50 meV, the median-trap rate at the peak is 360 or 385 s$^{-1}$, which is 11% or 4% below 402 s$^{-1}$; for 100 meV it is about twice 402 s$^{-1}$. A much lower mobility would be more serious: once the transit time is comparable with 1 ms, the recorded charge no longer follows trap emission alone, and the window formula cannot be used as it stands.
